# Graham's Law for Free-Molecular Counterdiffusion at Uniform Total Pressure, part 2

Two dilute gases, A and B, pass in opposite directions through a pore joining two reservoirs at the same temperature. The task is to derive the ratio of their flows from the motion inside the pore, and then to apply it to an example.

The algebra is in atomic units, with $\theta=k_BT$. Gas $i$ has molecular mass $m_i$, number density $n_i$ and mean speed $\bar v_i=\sqrt{8\theta/\pi m_i}$, and strikes unit area at the rate $n_i\bar v_i/4$. The net particle flow $N_i$ is positive from end 1 to end 2, and $\Delta n_i$ is the density at end 1 minus that at end 2. The total pressure at end $j$ is $p_j=\theta\,(n_{A,j}+n_{B,j})$.

The pore is a circular cylinder of radius $a$, diameter $d=2a$, length $L\gg d$ and cross-section $S$, treated far from its ends. The $z$ axis points from end 1 to end 2. The walls are diffuse: a molecule leaves with the Maxwellian speed distribution and cosine-law directions of a gas at $\theta$, whatever its earlier velocity. Molecules do not collide with each other, and the walls neither consume nor produce gas.

An earlier derivation, the path count, gave $N_i=(\bar v_i/4)SW\Delta n_i$ for a cylinder, where $W$ is the probability that a molecule entering at one end leaves at the other. At equal end pressures it gave $N_A/N_B=-\sqrt{m_B/m_A}$. A numerical balance between wall rings, open ends included, gave $W=0.012945$ for $L/d=100$.

For a passage of any shape, with geometric factor $G$ ($G=SW$ for the cylinder), the general relation between flows and pressures is

$$\sqrt{m_A}\,N_A+\sqrt{m_B}\,N_B=G\sqrt{\frac{\theta}{2\pi}}\,(\Delta n_A+\Delta n_B)=\frac{G\,(p_1-p_2)}{\sqrt{2\pi\theta}} .$$

For closed vessels of equal volume, initially holding pure A (1) and pure B (2), each at density $n$, the peak pressure difference is

$$(p_2-p_1)_{\max}=n\theta\,r^{-1/(r-1)}\left(1-\frac1r\right),$$

with $r=\sqrt{m_B/m_A}>1$.

### The density profile and the flow

Let the density of gas $i$ vary linearly along the pore, with constant slope $n_i'=dn_i/dz$. Suppose that the wall at height $z$ emits molecules as an equilibrium gas of density $n_i(z)$ would. A molecule found at $z$ with velocity $\mathbf v$ left the wall a time $t$ earlier, at height $z-v_zt$. The distribution inside the pore is therefore

$$f_i=n_i(z-v_zt)\,M_i(v)=\left[n_i(z)-n_i'v_zt\right]M_i(v),$$

where $M_i$ is the normalized Maxwell distribution. The time $t$ depends on the position in the cross-section and on $\mathbf v$, but not on the sign of $v_z$.

This profile is consistent with the wall balance. The number of molecules arriving at the wall is an integral of $f_i$ times the velocity component normal to the wall. The term with $n_i'$ is odd in $v_z$ and integrates to zero. The other term gives $n_i(z)\bar v_i/4$, which is also the assumed emission. Each piece of wall thus emits what it receives. For the same reason, the density at any point of the cross-section is $n_i(z)$.

The flow is the integral of $v_zf_i$ over velocities and over the cross-section. Now the term with $n_i(z)$ is odd and vanishes. What remains is

$$N_i=-SD_in_i',\qquad D_i=\langle v_z^2t\rangle ,$$

where the average is over equilibrium velocities and over uniformly distributed points in the cross-section. This is Fick's law with the Knudsen diffusivity $D_i$. A molecule carries information about the density at its last wall contact, and a wall contact erases its memory of axial velocity.

### Evaluating the diffusivity

Let $\alpha$ be the angle between $\mathbf v$ and the pore axis, so that $v_z=v\cos\alpha$. Let $\ell$ be the distance back to the wall, projected onto the cross-section. The projected speed is $v\sin\alpha$, hence $t=\ell/(v\sin\alpha)$ and

$$v_z^2t=v\,\frac{\cos^2\alpha}{\sin\alpha}\,\ell .$$

Speed, axial angle and projected distance are independent in equilibrium, so the average is a product of three averages. The first is $\bar v_i$. For isotropic directions, $\alpha$ has the weight $\tfrac12\sin\alpha\,d\alpha$, and the second average is

$$\left\langle\frac{\cos^2\alpha}{\sin\alpha}\right\rangle=\frac12\int_0^\pi\cos^2\alpha\,d\alpha=\frac{\pi}{4}.$$

For the third, fix the projected direction. The parallel chord at distance $x$ from the centre has length $c=2\sqrt{a^2-x^2}$. Integrating $\ell$ along it gives $c^2/2=2(a^2-x^2)$. Integrating over $x$ and dividing by the area of the disc gives

$$\langle\ell\rangle=\frac{1}{\pi a^2}\int_{-a}^{a}2(a^2-x^2)\,dx=\frac{1}{\pi a^2}\,\frac{8a^3}{3}=\frac{8a}{3\pi}.$$

Multiplication yields

$$D_i=\bar v_i\,\frac{\pi}{4}\,\frac{8a}{3\pi}=\frac{2a\bar v_i}{3}=\frac{d\,\bar v_i}{3}.$$

The diameter takes the place of a mean free path, because the wall limits the memory of velocity.

### Graham's law and the balance of drag

Uniform total pressure at constant temperature means $n_A'+n_B'=0$. Therefore

$$\frac{N_A}{N_B}=\frac{D_An_A'}{D_Bn_B'}=-\frac{D_A}{D_B}=-\frac{\bar v_A}{\bar v_B}=-\sqrt{\frac{m_B}{m_A}} .$$

This is the result of the path count. In a steady state $N_i$ is the same at every cross-section, so $n_i'=-\Delta n_i/L$ when end regions are neglected. Fick's law becomes

$$N_i=\frac{S\,d\,\bar v_i}{3L}\,\Delta n_i .$$

Comparison with $(\bar v_i/4)SW\Delta n_i$ gives $W=4d/(3L)$ for a long pore.

The second derivation also shows what balances mechanically. The axial flow of axial momentum carried by gas $i$ is the integral of $m_iv_z^2f_i$. The gradient term is odd and vanishes, leaving $Sn_i\theta$. In a slice of unit length, the loss of this momentum flow is the drag that the gas exerts on the wall:

$$-S\theta n_i'=\frac{\theta N_i}{D_i}=\frac{3\theta N_i}{d\,\bar v_i}\propto\sqrt{m_i}\,N_i .$$

At uniform pressure the drags of the two gases cancel. Equal and opposite particle flows would leave a net drag when the masses differ, and a pressure gradient would be needed to balance it.

### When the gases see different walls

Now let a fraction $s_i$ of the wall contacts of gas $i$ be specular, and the rest diffuse. A specular contact keeps speed and $v_z$. In a circle it also keeps the length of successive projected chords. Going back to the last diffuse contact, the projected path is $\ell$ plus $k$ complete chords, with probability $(1-s_i)s_i^k$. The mean of $k$ is $s_i/(1-s_i)$.

For uniformly distributed points, a chord of length $c$ is weighted by its length, so $\langle c\rangle=(\pi a^2)^{-1}\int c^2dx$. This is twice $\langle\ell\rangle$, whose integrand was $c^2/2$. The diffusivity is multiplied by

$$1+\frac{2s_i}{1-s_i}=\frac{1+s_i}{1-s_i},$$

and the flow ratio becomes

$$\frac{N_A}{N_B}=-\sqrt{\frac{m_B}{m_A}}\;\frac{(1+s_A)(1-s_B)}{(1-s_A)(1+s_B)} .$$

A specular fraction common to both gases cancels. An unequal one breaks Graham's law, even when the end pressures are equal and the temperature is uniform.

### What each derivation assumes

Both derivations require a common temperature, inert walls, wall-dominated motion and the same angular wall law for both gases. They differ in the remaining conditions.

The path count allows any shape and length. Its wall law may be any mixture of diffuse and specular reflection common to both gases. It needs equal pressures in the reservoirs, from which uniform pressure inside follows. It leaves the transmission as a separate geometric problem.

The diffusion argument treats a long circular cylinder and leaves out the ends. Within that limit it gives the size of each flow, the balance of drag and the effect of unequal specular reflection. It takes the local condition $n_A'+n_B'=0$ as its starting point.

The diffusion argument also clarifies the requirement that molecules do not collide with each other. Diffusion from one end of the pore to the other takes a time of order $L^2/D_i$, during which a molecule travels a distance of order $L^2/d$. This may exceed the mean free path $\lambda$, so that a molecule meets others on its way. Such meetings are still rare compared with wall contacts if $\lambda\gg d$. It is this condition that makes a long pore free-molecular to leading order.

### Methane and argon in an alumina pore

Atomic layer deposition of alumina can release methane, and argon is used as a purge gas. Consider one open cylindrical pore in anodic alumina, with diffuse walls, $d=100$ nm and $L=10{,}000$ nm. The temperature is 473 K, for which $\theta=0.0408$ eV. End 1 is held in pure methane (A) and end 2 in pure argon (B), both at 1 Torr. The masses are 16.043 u and 39.948 u.

The density at each end is $p/\theta=2.04\times10^{16}\ \mathrm{cm^{-3}}$. The mean speeds are $7.90\times10^4$ cm/s for methane and $5.01\times10^4$ cm/s for argon. With $d=10^{-5}$ cm, the methane diffusivity is

$$D_A=\frac{10^{-5}\times7.90\times10^4}{3}=0.263\ \mathrm{cm^2/s},$$

and the same arithmetic gives $D_B=0.167\ \mathrm{cm^2/s}$.

The long-pore formula gives $W=4/(3\times100)=0.01333$. The ring calculation, which includes the open ends, gave 0.012945. The actual flow in this model is thus 2.9% below the long-pore value. Molecules that arrive through an opening come from a reservoir and not from a continued wall with a linear density profile. This matters near the openings, but also far from them, because rare long flights along the axis carry part of the flow. With a linear wall profile and reservoirs beyond the ends, the flow at mid-pore is already 0.75% low. The deficit therefore falls more slowly than $d/L$: multiplied by $L/d$ it is 2.3, 2.6, 2.9 and 3.2 for $L/d=25$, 50, 100 and 200.

The cross-section is $S=\pi d^2/4=7.85\times10^{-11}\ \mathrm{cm^2}$. The methane flow follows from the ring value of $W$:

$$N_A=7.854\times10^{-11}\times\frac{7.901\times10^4}{4}\times0.012945\times2.042\times10^{16}=4.10\times10^8\ \mathrm{s^{-1}} .$$

For argon, the density difference has the opposite sign and $N_B=-2.60\times10^8\ \mathrm{s^{-1}}$. The ratio is $-1.578$, equal to $-\sqrt{39.948/16.043}$. A net $1.50\times10^8$ particles per second pass towards the argon side, although there is no difference in total pressure. If the same gases instead relaxed between closed equal vessels, starting pure at 1 Torr, the formula of the first half gives a peak pressure difference of 0.166 Torr.

### Sizes of the neglected effects

**Gas collisions.** With a rough mean molecular diameter $\sigma=0.36$ nm, the scale of the mean free path is

$$\lambda=\frac{\theta}{\sqrt2\,\pi\sigma^2p}=8.5\times10^4\ \mathrm{nm}.$$

Here $\pi\sigma^2$ is the collision cross-section, and $\sqrt2$ is the ratio of mean relative speed to mean speed for equal masses. The path exceeds the pore diameter by a factor of about 850. To estimate the loss of flow, let each gas collision erase axial velocity. A flight of length $b$ then contributes $\int_0^be^{-b'/\lambda}db'=\lambda(1-e^{-b/\lambda})$ in place of $b$. Averaging numerically over flights in an infinitely long pore lowers the diffusivity by 0.34%. The example pore is shorter than $\lambda$, and a third or more of this loss comes from flights longer than it allows; with flights cut off at its ends the same estimate is about 0.2%. Real collisions pass momentum between molecules, so this is a scale for the change in flow, not a calculated change in the ratio.

**Wall reflection.** If 5% of methane contacts were specular and those of argon were all diffuse, the long-pore ratio would grow in magnitude by the factor $1.05/0.95$. This is a shift of 10.5%, from 1.578 to 1.744, in the limit of a very long pore; for $L/d=100$ the open ends reduce it to 10.0%. The 5% is an assumed value, not a measured one. With it, this is the largest shift of the ratio among the effects sized here.

**Molecular size.** The centre of a molecule moves in a bore narrowed by its diameter. In a long pore the flow varies as $Sd$, hence as the cube of the bore. Rough diameters of 0.38 nm for methane and 0.34 nm for argon lower the magnitude of the ratio by 0.12%.

**Surface diffusion.** At low coverage, the adsorbed density per area is $(n_i\bar v_i/4)\tau$, where $\tau$ is the residence time. With surface diffusivity $D_s$ and perimeter $\pi d$, the ratio of surface flow to gas flow is

$$\frac{\pi d\,D_s\,\bar v_i\tau/4}{(\pi d^2/4)(d\bar v_i/3)}=\frac{3D_s\tau}{d^2}.$$

For hops of length $b_s$ on a surface, $D_s=(b_s^2/4)\nu e^{-E_h/\theta}$. With the same attempt rate $\nu$ for desorption, $\tau=\nu^{-1}e^{E_b/\theta}$. Rough values $b_s=0.30$ nm, binding energy $E_b=0.15$ eV and hopping barrier $E_h=0.075$ eV give a ratio of $4\times10^{-5}$. Stronger binding would raise it exponentially if the barrier were held fixed.

**Pressure control.** With pure gases at the ends, $N_A$ is proportional to the pressure at end 1. An excess of 1% there changes the ratio from $-1.578$ to $-1.594$.

**Quantum motion.** The thermal wavelength of methane, $\sqrt{2\pi/(m_A\theta)}$, is 0.020 nm. It is far smaller than the pore, so classical paths are appropriate on the scale of its diameter.

### The real deposition process

Pore widths near 100 nm, lengths of several micrometres, pressures near 1 Torr and temperatures near 473 K are within the rough range of deposition in anodic alumina. The steady supply of pure methane at one end is an idealization. In deposition, methane is formed on the pore walls while precursor is consumed, and many features are closed at one end. Reaction stoichiometry then constrains the flows. If a reaction at the far end released one product molecule for each precursor molecule consumed, the steady flow ratio would be $-1$ whatever the masses. By the general relation between flows and pressures, unequal masses would then produce a pressure difference along the feature. Graham's ratio applies to the inert exchange of gases through an open pore whose end pressures are held equal.
